# Edge factors for direct tunnelling through a thick trapezoidal oxide: verification in Python

```python
# Result under test: transmission through a thick trapezoidal oxide with abrupt edges,
#   T = P1 * P2 * exp(-2 S),   P = 4 v w / (v^2 + w^2),
# v = electrode velocity, w = kappa/m = magnitude of the imaginary oxide velocity
# at the same edge, S = integral of kappa over the oxide, kappa = sqrt(2 m U),
# U = height of the oxide band edge above the electron energy.
# Internal units: Hartree atomic units. Index 1 = cathode (silicon), 2 = anode (metal).
# Reference: direct integration of the effective-mass wave equation with
# psi and psi'/mass continuous.
import numpy as np
from scipy.constants import physical_constants as pc, epsilon_0, e as q_e, k as k_B
from scipy.integrate import solve_ivp, quad
from scipy.special import ai_zeros

EV = 1.0 / pc["Hartree energy in eV"][0]
NM = 1e-9 / pc["Bohr radius"][0]
V_UNIT = pc["atomic unit of velocity"][0] / 1e5      # to 1e5 m/s
MVCM = (EV / NM) * 0.1                               # 1 MV/cm = 0.1 V/nm


def integrate_wave(layers, v_in, v_out):
    """layers: (thickness, U(x), mass). Returns transmitted and reflected flux."""
    y = np.array([1.0 + 0j, 1j * v_out])             # psi and psi'/mass at the exit
    for thickness, height, mass in reversed(layers):
        sol = solve_ivp(lambda x, s: [mass * s[1], 2 * height(x) * s[0]],
                        (thickness, 0.0), y, method="DOP853",
                        rtol=1e-10, atol=1e-12)
        assert sol.success
        y = sol.y[:, -1]
    incident = (y[0] + y[1] / (1j * v_in)) / 2
    reflected = (y[0] - y[1] / (1j * v_in)) / 2
    return v_out / (v_in * abs(incident)**2), abs(reflected / incident)**2


def action(layers):
    """Integral of kappa by quadrature over the classically forbidden part."""
    return sum(quad(lambda x: np.sqrt(2 * m * max(u(x), 0.0)), 0, d, limit=300)[0]
               for d, u, m in layers)


def edge_factor(v, w):
    return 4 * v * w / (v**2 + w**2)


# Rough typical inputs for silicon / hafnia / metal gate
BARRIER, M_OX, M_SI, M_METAL = 1.5, 0.2, 0.916, 1.0
METAL_DEPTH = 5.5        # metal band bottom below silicon band edge at zero drop, eV
D_NM, DROP, ENERGY = 4.0, 0.3, 0.2
EPS_HFO2, EPS_SIO2, EPS_SI, EPS_FAST = 22.0, 3.9, 11.7, 4.5
GAP, BREAKDOWN, T_HOT = 5.8, 5.0, 400.0


class Trapezoid:
    def __init__(self, energy=ENERGY, drop=DROP, d_nm=D_NM):
        self.d = d_nm * NM
        self.u1 = (BARRIER - energy) * EV
        self.u2 = (BARRIER - energy - drop) * EV
        self.field = drop * EV / self.d
        self.v1 = np.sqrt(2 * energy * EV / M_SI)
        self.v2 = np.sqrt(2 * (energy + drop + METAL_DEPTH) * EV / M_METAL)
        self.k1, self.k2 = np.sqrt(2 * M_OX * self.u1), np.sqrt(2 * M_OX * self.u2)
        self.w1, self.w2 = self.k1 / M_OX, self.k2 / M_OX
        self.S = (self.k1**3 - self.k2**3) / (3 * M_OX * self.field)
        self.P1, self.P2 = edge_factor(self.v1, self.w1), edge_factor(self.v2, self.w2)
        self.T = self.P1 * self.P2 * np.exp(-2 * self.S)
        self.layers = [(self.d, lambda x: self.u1 - self.field * x, M_OX)]

    def exact(self):
        return integrate_wave(self.layers, self.v1, self.v2)[0]

    def slope_correction(self):
        total = 0.0
        for sign, k, v, w in ((1, self.k1, self.v1, self.w1),
                              (-1, self.k2, self.v2, self.w2)):
            zeta = k**3 / (3 * M_OX * self.field)
            total += sign * (w**2 / (v**2 + w**2) / 3 - 5 / 36) / zeta
        return total


# Flat thin barrier: formula with both exponentials kept, and flux conservation
v1, v2, height, mass, d = 0.15, 0.6, 0.04, 0.25, 5.0
w = np.sqrt(2 * height / mass)
S = mass * w * d
theta = np.arctan(v1 / w) + np.arctan(v2 / w)
flat_formula = 4 * v1 * v2 * w * w / ((v1**2 + w**2) * (v2**2 + w**2)
                                      * (np.sinh(S)**2 + np.sin(theta)**2))
flat_T, flat_R = integrate_wave([(d, lambda x: height, mass)], v1, v2)
assert abs(flat_T + flat_R - 1) < 1e-7
assert abs(flat_T / flat_formula - 1) < 1e-7

# Equal velocities on both sides of both edges: prefactor reaches 4
d = 70.0
matched_T, _ = integrate_wave([(d, lambda x: height, mass)], w, w)
matched_prefactor = matched_T * np.exp(2 * mass * w * d)
assert abs(matched_prefactor - 4) < 1e-3

# Example, including closed-form action against quadrature
ex = Trapezoid()
assert abs(ex.S / action(ex.layers) - 1) < 1e-8
T_exact = ex.exact()
delta = ex.slope_correction()
assert abs(T_exact / ex.T - 1) < 0.02
assert abs(T_exact / (ex.T * (1 + delta)) - 1) < 2e-3

# Strong slope: leading error falls as 1/d, remainder after correction falls faster
lead, rest = [], []
for d_nm in (30.0, 60.0):
    c = Trapezoid(drop=0.8, d_nm=d_nm)
    ratio = c.exact() / c.T
    lead.append(abs(ratio - 1))
    rest.append(abs(ratio / (1 + c.slope_correction()) - 1))
assert 1.7 < lead[0] / lead[1] < 2.3
assert rest[0] / rest[1] > 3 and rest[1] < 0.2 * lead[1]

# Low cathode energy: exact prefactor grows as the square root of energy
low = [Trapezoid(energy=en) for en in (0.001, 0.004)]
low_pref = [c.exact() * np.exp(2 * c.S) for c in low]
root_ratio = low_pref[1] / low_pref[0]
assert abs(root_ratio - 2) < 0.04

# Wave numbers in place of velocities give a wrong prefactor
slow = Trapezoid(energy=0.05)
slow_exact = slow.exact() * np.exp(2 * slow.S)
slow_wavenumber = (edge_factor(M_SI * slow.v1, slow.k1)
                   * edge_factor(M_METAL * slow.v2, slow.k2))
assert abs(slow.P1 * slow.P2 / slow_exact - 1) < 0.02
assert abs(slow_wavenumber / slow_exact - 1) > 0.2

# Smooth barrier U0/cosh^2: prefactor tends to one as the barrier widens
smooth = []
for width in (20.0, 40.0):
    hump = [(16 * width,
             lambda x, a=width: 0.1 / np.cosh((x - 8 * a) / a)**2 - 0.05, 1.0)]
    v = np.sqrt(2 * 0.05)
    turn = width * np.arccosh(np.sqrt(2.0))
    S_hump = 2 * quad(lambda x: np.sqrt(2 * max(0.1 / np.cosh(x / width)**2 - 0.05, 0)),
                      0, turn)[0]
    smooth.append(integrate_wave(hump, v, v)[0] * np.exp(2 * S_hump))
assert abs(smooth[1] - 1) < 0.06
assert abs(smooth[1] - 1) < 0.6 * abs(smooth[0] - 1)

# Formula must fail when the anode edge nearly touches the electron energy
drops = (0.3, 0.8, 1.2, 1.29)
drop_ratios = []
for drop in drops:
    c = Trapezoid(drop=drop)
    drop_ratios.append(c.exact() / c.T)
assert drop_ratios[-1] > 1.5

# Sizes of neglected effects
# Silica interlayer, 0.5 nm, same total voltage
t_il, barrier_il, m_il = 0.5, 3.1, 0.5
drop_il = DROP * (t_il / EPS_SIO2) / (t_il / EPS_SIO2 + D_NM / EPS_HFO2)
drop_hf = DROP - drop_il
stack = [(t_il * NM, lambda x: (barrier_il - ENERGY - drop_il * x / (t_il * NM)) * EV, m_il),
         (ex.d, lambda x: (BARRIER - ENERGY - drop_il - drop_hf * x / ex.d) * EV, M_OX)]
il_ratio = integrate_wave(stack, ex.v1, ex.v2)[0] / T_exact

# Two-band dispersion of the oxide, in the exponent only
oxide_height = ex.layers[0][1]
S_two_band = quad(lambda x: np.sqrt(2 * M_OX * oxide_height(x)
                                    * (1 - oxide_height(x) / (GAP * EV))), 0, ex.d)[0]
two_band_ratio = np.exp(2 * (ex.S - S_two_band))

# Leading image charge at each face, in the exponent only
beta = (EPS_SI - EPS_FAST) / (EPS_SI + EPS_FAST)
S_image = action([(ex.d, lambda x: oxide_height(x) - beta / (4 * EPS_FAST * x)
                   - 1 / (4 * EPS_FAST * (ex.d - x)), M_OX)])
image_ratio = np.exp(2 * (ex.S - S_image))

# Cathode edge rising linearly over 0.3 nm inside the oxide
ramp_nm = 0.3
g = ramp_nm * NM
graded = [(g, lambda x: oxide_height(x) - BARRIER * EV * (1 - x / g), M_OX),
          (ex.d - g, lambda x: oxide_height(x + g), M_OX)]
graded_T = integrate_wave(graded, ex.v1, ex.v2)[0]
graded_prefactor = graded_T * np.exp(2 * action(graded))

# Silicon side: field, sheet charge, triangular-well level, slope parameter
field_si = ex.field * EPS_HFO2 / EPS_SI
sheet = EPS_HFO2 * epsilon_0 * (DROP / (D_NM * 1e-9)) / q_e * 1e-4
level = -ai_zeros(1)[0][0] * (field_si**2 / (2 * M_SI))**(1 / 3) / EV
slope_si = M_SI * field_si / (2 * (M_SI * ex.v1)**3)
slope_ox = [M_OX * ex.field / (2 * k**3) for k in (ex.k1, ex.k2)]
P1_light = edge_factor(np.sqrt(2 * ENERGY * EV / 0.19), ex.w1)
kT = k_B * T_HOT / q_e
hot_ratio = Trapezoid(energy=ENERGY + kT).T / ex.T
thermionic = np.exp(-(BARRIER - ENERGY) / kT)

print(f"inputs: oxide {D_NM} nm, barrier {BARRIER} eV, drop {DROP} V, energy {ENERGY} eV")
print(f"masses (electron masses): Si {M_SI}, oxide {M_OX}, metal {M_METAL}")
print(f"metal band bottom below Si band edge at zero drop: {METAL_DEPTH} eV")
print(f"metal kinetic energy: {ENERGY + DROP + METAL_DEPTH:.2f} eV")
print(f"oxide edge above electron: cathode {ex.u1/EV:.2f} eV, anode {ex.u2/EV:.2f} eV")
print(f"oxide field: {ex.field/MVCM:.3f} MV/cm; rough breakdown field {BREAKDOWN} MV/cm")
print(f"v1, w1: {ex.v1*V_UNIT:.3f}, {ex.w1*V_UNIT:.3f} (1e5 m/s)")
print(f"v2, w2: {ex.v2*V_UNIT:.3f}, {ex.w2*V_UNIT:.3f} (1e5 m/s)")
print(f"kappa at cathode, anode: {ex.k1*NM:.4f}, {ex.k2*NM:.4f} 1/nm")
print(f"edge factors P1, P2, product: {ex.P1:.4f}, {ex.P2:.4f}, {ex.P1*ex.P2:.4f}")
print(f"exponent 2S: {2*ex.S:.4f}; exp(-2S): {np.exp(-2*ex.S):.4e}")
print(f"T formula: {ex.T:.4e}; T direct integration: {T_exact:.4e}")
print(f"T direct / T formula - 1: {T_exact/ex.T-1:.5f}; predicted delta: {delta:.5f}")
print(f"bound 2exp(-2S) on second exponential: {2*np.exp(-2*ex.S):.1e}")
print(f"oxide slope parameter, cathode and anode: {slope_ox[0]:.5f}, {slope_ox[1]:.5f}")
for en in (0.05, 0.1, 0.2, 0.3):
    c = Trapezoid(energy=en)
    print(f"energy {en:.2f} eV: P1 {c.P1:.4f}, P2 {c.P2:.4f}, T {c.T:.3e}")
for drop, ratio in zip(drops, drop_ratios):
    print(f"drop {drop:.2f} V: T direct / T formula {ratio:.4f}")
print(f"flat thin barrier: T direct {flat_T:.6f}, formula {flat_formula:.6f}")
print(f"matched velocities: prefactor {matched_prefactor:.5f}")
print(f"drop 0.8 V, 30 and 60 nm: leading error {lead[0]:.2e}, {lead[1]:.2e}")
print(f"same, after slope correction: {rest[0]:.2e}, {rest[1]:.2e}")
print(f"prefactor ratio, 4 meV over 1 meV: {root_ratio:.4f}")
print(f"energy 0.05 eV prefactor: direct {slow_exact:.4f}, velocities {slow.P1*slow.P2:.4f}")
print(f"energy 0.05 eV prefactor with wave numbers: {slow_wavenumber:.4f}")
print(f"smooth barrier prefactor, width 20 and 40 bohr: {smooth[0]:.4f}, {smooth[1]:.4f}")
print(f"interlayer inputs: {t_il} nm, {barrier_il} eV, mass {m_il}; its drop {drop_il:.3f} V")
print(f"permittivities: hafnia {EPS_HFO2}, silica {EPS_SIO2}, Si {EPS_SI}, fast {EPS_FAST}")
print(f"interlayer: T multiplied by {il_ratio:.3e}")
print(f"two-band oxide, gap {GAP} eV: exponential multiplied by {two_band_ratio:.2f}")
print(f"leading image forces: exponential multiplied by {image_ratio:.2f}")
print(f"cathode edge graded over {ramp_nm} nm: prefactor {graded_prefactor:.3f}")
print(f"same graded edge: T multiplied by {graded_T/T_exact:.2f}")
print(f"P1 with light normal mass 0.19: {P1_light:.4f}")
print(f"Si surface field {field_si/MVCM:.2f} MV/cm, sheet density {sheet:.2e} 1/cm2")
print(f"triangular-well level {level:.3f} eV; Si slope parameter {slope_si:.3f}")
print(f"at {T_HOT:.0f} K: kT {kT:.4f} eV, T(E+kT)/T(E) {hot_ratio:.3f}")
print(f"thermionic Boltzmann factor over cathode edge: {thermionic:.1e}")
print("tests ok")
```

Printed output:

```
inputs: oxide 4.0 nm, barrier 1.5 eV, drop 0.3 V, energy 0.2 eV
masses (electron masses): Si 0.916, oxide 0.2, metal 1.0
metal band bottom below Si band edge at zero drop: 5.5 eV
metal kinetic energy: 6.00 eV
oxide edge above electron: cathode 1.30 eV, anode 1.00 eV
oxide field: 0.750 MV/cm; rough breakdown field 5.0 MV/cm
v1, w1: 2.771, 15.121 (1e5 m/s)
v2, w2: 14.528, 13.262 (1e5 m/s)
kappa at cathode, anode: 2.6123, 2.2912 1/nm
edge factors P1, P2, product: 0.7093, 1.9917, 1.4127
exponent 2S: 19.6419; exp(-2S): 2.9487e-09
T formula: 4.1656e-09; T direct integration: 4.1888e-09
T direct / T formula - 1: 0.00556; predicted delta: 0.00546
bound 2exp(-2S) on second exponential: 5.9e-09
oxide slope parameter, cathode and anode: 0.00552, 0.00818
energy 0.05 eV: P1 0.3445, P2 1.9999, T 5.850e-10
energy 0.10 eV: P1 0.4919, P2 1.9988, T 1.253e-09
energy 0.20 eV: P1 0.7093, P2 1.9917, T 4.166e-09
energy 0.30 eV: P1 0.8862, P2 1.9771, T 1.241e-08
drop 0.30 V: T direct / T formula 1.0056
drop 0.80 V: T direct / T formula 1.0311
drop 1.20 V: T direct / T formula 1.3262
drop 1.29 V: T direct / T formula 3.2114
flat thin barrier: T direct 0.363178, formula 0.363178
matched velocities: prefactor 4.00000
drop 0.8 V, 30 and 60 nm: leading error 4.39e-03, 2.21e-03
same, after slope correction: 5.71e-05, 1.48e-05
prefactor ratio, 4 meV over 1 meV: 2.0012
energy 0.05 eV prefactor: direct 0.6920, velocities 0.6889
energy 0.05 eV prefactor with wave numbers: 1.0476
smooth barrier prefactor, width 20 and 40 bohr: 1.0919, 1.0449
interlayer inputs: 0.5 nm, 3.1 eV, mass 0.5; its drop 0.124 V
permittivities: hafnia 22.0, silica 3.9, Si 11.7, fast 4.5
interlayer: T multiplied by 3.993e-03
two-band oxide, gap 5.8 eV: exponential multiplied by 7.86
leading image forces: exponential multiplied by 5.31
cathode edge graded over 0.3 nm: prefactor 1.711
same graded edge: T multiplied by 2.34
P1 with light normal mass 0.19: 1.3853
Si surface field 1.41 MV/cm, sheet density 9.12e+12 1/cm2
triangular-well level 0.219 eV; Si slope parameter 0.080
at 400 K: kT 0.0345 eV, T(E+kT)/T(E) 1.465
thermionic Boltzmann factor over cathode edge: 4.2e-17
tests ok
```
